# The Pfaffian overlap of two HFB vacua and the Onishi sign: verification in Python

```python
# Result under test: for Thouless states |phi_i> = exp(1/2 sum Z_i[k,l] c+_k c+_l)|0> on M modes,
#   <phi0|phi1> = s_M pf [[Z1,-1],[1,-Z0*]],  s_M = (-1)^(M(M+1)/2),  square = det(1+Z0^+ Z1) (Onishi).
# beta_k = sum_l U*[l,k] c_l + V*[l,k] c+_l, W=[[U,V*],[V,U*]], Z = V* U*^-1,
# normalised vacuum |Phi> = |det U|^(1/2)|phi> with <0|Phi> > 0.
# Independent road: explicit Jordan-Wigner matrices in the 2^M dimensional Fock space.
import numpy as np, itertools, math
from scipy.linalg import expm
from scipy import constants as const
det, inv, eigh = np.linalg.det, np.linalg.inv, np.linalg.eigh
rng = np.random.default_rng(7)

def close(a, b, tol=1e-9):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) <= tol * (1 + np.max(np.abs(b)))

def parity(p):
    return (-1) ** sum(p[i] > p[j] for i in range(len(p)) for j in range(i + 1, len(p)))

def pf_definition(A):
    n = len(A)
    tot = sum(parity(p) * np.prod([A[p[i], p[i + 1]] for i in range(0, n, 2)])
              for p in itertools.permutations(range(n)))
    return tot / (2 ** (n // 2) * math.factorial(n // 2))

def pf(A):
    A = np.array(A, complex); n = len(A); r = 1.0 + 0j
    if n % 2: return 0j
    for k in range(0, n - 1, 2):
        p = k + 1 + int(np.argmax(abs(A[k, k + 1:])))
        if p != k + 1:
            A[[k + 1, p], :] = A[[p, k + 1], :]; A[:, [k + 1, p]] = A[:, [p, k + 1]]; r = -r
        if A[k, k + 1] == 0: return 0j
        r *= A[k, k + 1]
        row = A[k, k + 2:] / A[k, k + 1]; col = A[k + 2:, k + 1].copy()
        A[k + 2:, k + 2:] += np.outer(row, col) - np.outer(col, row)
    return r

def cplx(n): return rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
def skew(n): X = cplx(n); return (X - X.T) / 2
def herm(n): X = cplx(n); return (X + X.conj().T) / 2
def sgn(M): return (-1) ** (M * (M + 1) // 2)
def big(Z0, Z1): I = np.eye(len(Z0)); return np.block([[Z1, -I], [I, -Z0.conj()]])
def overlap(Z0, Z1): return sgn(len(Z0)) * pf(big(Z0, Z1))
def onishi(Z0, Z1): return complex(det(np.eye(len(Z0)) + Z0.conj().T @ Z1))

def annihilators(M):
    out = []
    for k in range(M):
        op = np.eye(1)
        for l in range(M):
            op = np.kron(op, np.diag([1., -1.]) if l < k else np.array([[0., 1.], [0., 0.]]) if l == k else np.eye(2))
        out.append(op)
    return out
def pair_op(Z, c): return 0.5 * sum(Z[k, l] * c[k].T @ c[l].T for k in range(len(c)) for l in range(len(c)))
def one_body(K, c): return sum(K[k, l] * c[k].T @ c[l] for k in range(len(c)) for l in range(len(c)))
def thouless(Z, c):
    G = pair_op(Z, c); term = np.zeros(len(G), complex); term[0] = 1; v = term.copy()
    for m in range(1, len(c) // 2 + 1):
        term = G @ term / m; v = v + term
    return v
def UV(W): M = len(W) // 2; return W[:M, :M], W[M:, :M]
def make_W(U, V): return np.block([[U, V.conj()], [V, U.conj()]])
def random_W(M): h, D = herm(M), skew(M); return expm(-0.5j * np.block([[h, D], [-D.conj(), -h.conj()]]))
def Zof(U, V): return V.conj() @ inv(U.conj())
def fock_vacuum(W, c):
    U, V = UV(W); M = len(c)
    b = [sum(np.conj(U[l, k]) * c[l] + np.conj(V[l, k]) * c[l].T for l in range(M)) for k in range(M)]
    e, v = eigh(sum(x.conj().T @ x for x in b)); assert abs(e[0]) < 1e-10 and e[1] > 0.99
    return v[:, 0]

# Pfaffian algorithm and identities
for n in (2, 4, 6):
    A, B = skew(n), cplx(n)
    assert close(pf(A), pf_definition(A)) and close(pf(A) ** 2, det(A))
    assert close(pf_definition(B @ A @ B.T), det(B) * pf_definition(A))
# sign bookkeeping, amplitudes, overlap sum, Pfaffian formula and its square
for M in range(1, 8):
    c = annihilators(M); Z0, Z1 = skew(M), skew(M)
    v0, v1 = thouless(Z0, c), thouless(Z1, c); ref = np.vdot(v0, v1); tot = 0
    for r in range(0, M + 1, 2):
        for S in itertools.combinations(range(M), r):
            order = list(S) + [M + s for s in S] + [q for k in range(M) if k not in S for q in (k, M + k)]
            assert parity(order) * (-1) ** (r // 2) * (-1) ** (M - r) == sgn(M)
            ket = np.zeros(2 ** M); ket[0] = 1
            for s in reversed(S): ket = c[s].T @ ket
            ix = np.ix_(S, S) if r else (slice(0, 0), slice(0, 0))
            assert close(ket @ v1, pf(Z1[ix]))
            tot += np.conj(pf(Z0[ix])) * pf(Z1[ix])
    assert close(tot, ref) and close(overlap(Z0, Z1), ref)
    assert close(onishi(Z0, Z1), ref ** 2) and close(det(big(Z0, Z1)), ref ** 2)
# Bogoliubov form, Onishi formula, gauge freedom, odd parity, change of reference vacuum
for M in (4, 5, 6):
    c = annihilators(M); W0, W1, Wr = random_W(M), random_W(M), random_W(M)
    (U0, V0), (U1, V1) = UV(W0), UV(W1); Z0, Z1 = Zof(U0, V0), Zof(U1, V1)
    f0, f1 = fock_vacuum(W0, c), fock_vacuum(W1, c)
    g0, g1 = f0 * abs(f0[0]) / f0[0], f1 * abs(f1[0]) / f1[0]; ref = np.vdot(g0, g1)
    assert close(Z0, -Z0.T, 1e-8) and close(np.sqrt(abs(det(U0))) * thouless(Z0, c), g0, 1e-8)
    nrm = abs(det(U0) * det(U1)); X = det(U0.conj().T @ U1 + V0.conj().T @ V1)
    assert close(np.sqrt(nrm) * overlap(Z0, Z1), ref, 1e-8) and close(abs(X), abs(ref) ** 2, 1e-8)
    assert close(np.conj(X) * nrm / (det(U0) * np.conj(det(U1))), ref ** 2, 1e-8)
    C = expm(1j * herm(M)); assert close(Zof(U1 @ C, V1 @ C), Z1, 1e-8)
    assert close(det(U0.conj().T @ U1 @ C + V0.conj().T @ V1 @ C), X * det(C))
    Wodd = W0.copy(); Wodd[:, [0, M]] = Wodd[:, [M, 0]]; fo = fock_vacuum(Wodd, c)
    assert abs(det(UV(Wodd)[0])) < 1e-10 and abs(fo[0]) < 1e-10
    occ = np.diag([1., 1.] + [0.] * (M - 2)); W2 = make_W(np.eye(M) - occ, occ)  # det U = 0, even parity
    f2 = fock_vacuum(W2, c); triple = np.vdot(f0, f1) * np.vdot(f1, f2) * np.vdot(f2, f0)
    assert abs(triple) > 1e-7
    for R in (Wr, random_W(M)):
        uv = [UV(R.conj().T @ W) for W in (W0, W1, W2)]; z = [Zof(*x) for x in uv]
        val = np.prod([abs(det(x[0])) for x in uv]) * overlap(z[0], z[1]) * overlap(z[1], z[2]) * overlap(z[2], z[0])
        assert abs(val - triple) < 1e-6 * abs(triple)
# paired eigenvalues, one-body propagation, block case
M = 6; c = annihilators(M); Z0, Z1 = skew(M), skew(M); ref = np.vdot(thouless(Z0, c), thouless(Z1, c))
lam = list(np.linalg.eigvals(Z0.conj().T @ Z1)); prod = 1
while lam:
    a = lam.pop(0); j = int(np.argmin([abs(a - b) for b in lam])); assert abs(a - lam.pop(j)) < 1e-7; prod *= 1 + a
assert close(prod, ref, 1e-7)
K = 0.3 * cplx(M); D = expm(K)
assert close(expm(one_body(K, c)) @ thouless(Z1, c), thouless(D @ Z1 @ D.T, c))
F0, F1, O = cplx(3), cplx(3), np.zeros((3, 3)); blk = lambda F: np.block([[O, F], [-F.T, O]])
assert close(det(np.eye(3) + F0.conj().T @ F1), np.vdot(thouless(blk(F0), c), thouless(blk(F1), c)))

# worked example: spinless p-wave ring with antiperiodic boundary
t, Delta, mu, Vint, tau = 1.0, 0.5, -0.5, 1.0, 0.5
ks = np.pi * np.array([1, 3, 5]) / 6
occn = np.array([np.diag(x.T @ x) for x in c]); Ntot = occn.sum(0)
def ring(mu):
    T = np.zeros((M, M))
    for j in range(M): T[j, (j + 1) % M] = 1.0 if j < M - 1 else -1.0
    h, P = -t * (T + T.T) - mu * np.eye(M), Delta * (T - T.T)
    e, w = eigh(np.block([[h, P], [-P, -h]])); U, V = w[:M, M:], w[M:, M:]
    G = pair_op(P, c); ef, vf = eigh(one_body(h, c) + G + G.T); assert ef[1] - ef[0] > 0.1
    return Zof(U, V), abs(det(U)), vf[:, 0], e[M:]
Z, dU, gs, Eqp = ring(mu)
xi = -2 * t * np.cos(ks) - mu; E = np.sqrt(xi ** 2 + 4 * Delta ** 2 * np.sin(ks) ** 2)
v2 = (1 - xi / E) / 2; u2 = 1 - v2
assert close(np.sort(np.repeat(E, 2)), Eqp) and close(dU, np.prod(u2))
print(f"M = {M}, t = {t} eV, Delta = {Delta} eV, mu = {mu} eV, s_M = {sgn(M)}")
for k, a, b, d in zip(ks, xi, E, v2):
    print(f"k = {k:.4f}: xi = {a:.5f} eV, E = {b:.5f} eV, v^2 = {d:.5f}, u^2 = {1-d:.5f}, xi/E = {a/b:.5f}")
print("Z[1,2..6] =", " ".join(f"{x:.5f}" for x in Z[0, 1:]))
print(f"|det U| = {dU:.6f}, <phi|phi> = {overlap(Z, Z).real:.5f}")
n_half = dU * overlap(Z, -Z)
assert close(n_half, np.prod(xi / E)) and close(n_half, gs ** 2 @ np.exp(0.5j * np.pi * Ntot)) and n_half.real < 0
print(f"phi=pi/2: pf(12x12) = {pf(big(Z, -Z)).real:.5f}, det(1+Z0^+Z1) = {onishi(Z, -Z).real:.5f}")
print(f"phi=pi/2: n Pfaffian = {n_half.real:.6f}, principal root = {(dU*np.sqrt(onishi(Z, -Z))).real:.6f}")
L = 8; th = 2 * np.pi * np.arange(L) / L
npf = np.array([dU * overlap(Z, np.exp(1j * a) * Z) for a in th])
nrt = np.array([dU * np.sqrt(onishi(Z, np.exp(1j * a) * Z)) for a in th])
for l, (a, x, y) in enumerate(zip(th, npf, nrt)):
    assert close(x, gs ** 2 @ np.exp(0.5j * a * Ntot)) and close(x, np.prod(u2 + v2 * np.exp(1j * a)))
    assert close(y, x if x.real > 0 else -x)
    if l <= L // 2: print(f"2phi = {l}*2pi/8: n Pfaffian = {x:.5f}, principal root = {y:.5f}")
Ppf, Prt = np.fft.fft(npf) / L, np.fft.fft(nrt) / L
Pfock = np.array([np.sum(gs[Ntot == 2 * p] ** 2) for p in range(L)])
assert close(Ppf, Pfock) and np.max(abs(Prt - Pfock)) > 0.05
for p in range(L): print(f"P(N={2*p}): Fock {Pfock[p]:.5f}, Pfaffian {abs(Ppf[p]):.5f}, principal root {Prt[p].real:.5f}")
# scan of mu through the zero of n(pi/2)
def scan(m): z, d, g, _ = ring(m); return d * overlap(z, -z), d * d * onishi(z, -z), g ** 2 @ np.cos(0.5 * np.pi * Ntot)
track = None
for m in np.linspace(-0.45, 0.45, 10):
    x, sq, fk = scan(m); assert close(x, fk); r = np.sqrt(sq)
    track = x if track is None else (r if abs(r - track) < abs(r + track) else -r)
    if abs(abs(m) - 0.05) < 1e-9 or abs(abs(m) - 0.45) < 1e-9:
        print(f"mu = {m:+.2f} eV: n Pfaffian = {x.real:+.5f}, n^2 = {sq.real:.6f}, tracked root = {track.real:+.5f}")
assert close(track, -x) and x.real > 0.1
eps = 1e-3; slope = (scan(eps)[0] - scan(-eps)[0]).real / (2 * eps)
x0 = -2 * t * np.cos(ks); E0 = np.sqrt(x0 ** 2 + 4 * Delta ** 2 * np.sin(ks) ** 2)
assert abs(slope + x0[0] * x0[2] / np.prod(E0)) < 1e-4
ratio = (scan(2 * eps)[1] / scan(eps)[1]).real; assert abs(ratio - 4) < 0.02
print(f"dn/dmu at mu=0: {slope:.5f} 1/eV; n^2(2e)/n^2(e) at e = {eps} eV: {ratio:.4f}")
# one auxiliary-field step of V sum (n_j-1/2)(n_j+1-1/2)
gam = np.arccos(np.exp(-tau * Vint / 2)); pre = np.exp(M * tau * Vint / 4) / 2 ** M
direct = gs ** 2 @ np.exp(-tau * Vint * np.sum((occn - 0.5) * (np.roll(occn, -1, 0) - 0.5), 0))
spf = srt = 0; wrong = 0
for x in itertools.product((1, -1), repeat=M):
    x = np.array(x); ang = gam * (x + np.roll(x, 1)); d = np.exp(1j * ang); Zx = d[:, None] * Z * d[None, :]
    a, b = dU * overlap(Z, Zx), dU * np.sqrt(onishi(Z, Zx))
    assert close(a, gs ** 2 @ np.exp(1j * ang @ occn))
    wrong += int(abs(a - b) > abs(a + b)); ph = np.exp(-1j * gam * x.sum()); spf += pre * ph * a; srt += pre * ph * b
    if x.sum() == M: print(f"all x=+1: overlap Pfaffian = {a:.5f}, principal root = {b:.5f}")
assert close(spf, direct) and wrong >= 2 and abs(srt - direct) > 1e-4
print(f"V = {Vint} eV, tau = {tau} 1/eV, hbar*tau = {const.hbar/const.e*tau*1e15:.4f} fs, gamma = {gam:.5f} rad")
print(f"prefactor exp(M tau V/4)/2^M = {pre:.6f}; fields with wrong root sign: {wrong} of {2**M}")
print(f"<exp(-tau V)>: Fock {direct:.6f}, Pfaffian sum {spf.real:.6f}, principal-root sum {srt.real:.6f}")
print(f"relative error of principal-root sum = {abs(srt-direct)/direct:.4f}")
print("no test failed")
```

Running it gives:

```
M = 6, t = 1.0 eV, Delta = 0.5 eV, mu = -0.5 eV, s_M = -1
k = 0.5236: xi = -1.23205 eV, E = 1.32964 eV, v^2 = 0.96330, u^2 = 0.03670, xi/E = -0.92660
k = 1.5708: xi = 0.50000 eV, E = 1.11803 eV, v^2 = 0.27639, u^2 = 0.72361, xi/E = 0.44721
k = 2.6180: xi = 2.23205 eV, E = 2.28737 eV, v^2 = 0.01209, u^2 = 0.98791, xi/E = 0.97582
Z[1,2..6] = -1.07835 -1.44706 -1.53866 -1.44706 -1.07835
|det U| = 0.026234, <phi|phi> = 38.11824
phi=pi/2: pf(12x12) = 15.41380, det(1+Z0^+Z1) = 237.58512
phi=pi/2: n Pfaffian = -0.404368, principal root = 0.404368
2phi = 0*2pi/8: n Pfaffian = 1.00000+0.00000j, principal root = 1.00000+0.00000j
2phi = 1*2pi/8: n Pfaffian = 0.51820+0.76810j, principal root = 0.51820+0.76810j
2phi = 2*2pi/8: n Pfaffian = -0.24535+0.69575j, principal root = 0.24535-0.69575j
2phi = 3*2pi/8: n Pfaffian = -0.46573+0.22494j, principal root = 0.46573-0.22494j
2phi = 4*2pi/8: n Pfaffian = -0.40437+0.00000j, principal root = 0.40437-0.00000j
P(N=0): Fock 0.02623, Pfaffian 0.02623, principal root 0.48287
P(N=2): Fock 0.69896, Pfaffian 0.69896, principal root 0.00581
P(N=4): Fock 0.27158, Pfaffian 0.27158, principal root 0.36247
P(N=6): Fock 0.00322, Pfaffian 0.00322, principal root 0.33513
P(N=8): Fock 0.00000, Pfaffian 0.00000, principal root -0.00910
P(N=10): Fock 0.00000, Pfaffian 0.00000, principal root -0.20478
P(N=12): Fock 0.00000, Pfaffian 0.00000, principal root -0.13405
P(N=14): Fock 0.00000, Pfaffian 0.00000, principal root 0.16165
mu = -0.45 eV: n Pfaffian = -0.37266, n^2 = 0.138875, tracked root = -0.37266
mu = -0.05 eV: n Pfaffian = -0.04609, n^2 = 0.002124, tracked root = -0.04609
mu = +0.05 eV: n Pfaffian = +0.04609, n^2 = 0.002124, tracked root = -0.04609
mu = +0.45 eV: n Pfaffian = +0.37266, n^2 = 0.138875, tracked root = -0.37266
dn/dmu at mu=0: 0.92308 1/eV; n^2(2e)/n^2(e) at e = 0.001 eV: 4.0000
all x=+1: overlap Pfaffian = -0.43274+0.08849j, principal root = 0.43274-0.08849j
V = 1.0 eV, tau = 0.5 1/eV, hbar*tau = 0.3291 fs, gamma = 0.67804 rad
prefactor exp(M tau V/4)/2^M = 0.033078; fields with wrong root sign: 14 of 64
<exp(-tau V)>: Fock 1.125489, Pfaffian sum 1.125489, principal-root sum 0.767280
relative error of principal-root sum = 0.3183
no test failed
```
